**Total radiative capture of slow electrons by a bare nucleus: Kramers sum and exact dipole theory**

For an electron of wave number $k$ and a bare charge $Z$, with $\eta=Z/ka_0$ and $\sigma_0=32\pi\alpha^3a_0^2/(3\sqrt3)$, the Kramers cross section into shell $n$ is $\sigma_0\eta^2/[n(1+n^2/\eta^2)]$, and the total is $\sigma_0\eta^2S$ with $S=\gamma+\mathrm{Re}\,\psi(1+i\eta)\approx\ln\eta+\gamma$. The program asserts the Airy form of the spectrum of a parabolic orbit against direct Fourier quadrature and Parseval's theorem, the value $1/(2\pi\sqrt3)$ of the Airy integral, the approach of true hyperbolic orbits to the flat spectrum as $\nu^{-2/3}$ with $\nu=\omega K/mv^3$ and $K=Ze^2/4\pi\varepsilon_0$, and explicit sums against the digamma form, its series and the integral bounds. It computes exact nonrelativistic dipole cross sections by a ladder recurrence and asserts them against radial quadrature with Coulomb functions for $n=1,2,3$ and against the full scattering wave for 1s. It further asserts that $1-g_n$ falls as $n^{-2/3}$ at threshold ($g_n$ is the ratio of exact to Kramers), that the mean angular momentum is the classical one, that octaves of $n$ below $\eta$ each add about $\ln2$, and that the slope $dS/d\ln\eta$ is near one. The output shows that the exact sum is $\ln\eta+C+D\eta^{-2/3}$ with $C=0.1635$ in place of $\gamma=0.5772$ and $D\approx0.52$. For O$^{8+}$ and a 1 eV electron, $\eta=29.5$, the Kramers total is $7.26\times10^{-23}$ m$^2$ and the exact total $6.61\times10^{-23}$ m$^2$.

## Numerical check

```python
# Radiative capture of a slow electron (energy E, wave number k, speed v) by a bare charge Z.
# eta = Z/(k a0), K = Z e^2/(4 pi eps0), sigma0 = 32 pi alpha^3 a0^2/(3 sqrt3).
# Under test: Kramers sigma_n = sigma0 eta^2/(n(1+n^2/eta^2)), from classical radiation on
# parabolic orbits; total = sigma0 eta^2 S, S = gamma + Re psi(1+i eta) ~ ln(eta) + gamma;
# exact nonrelativistic dipole theory: S = ln(eta) + C + D eta^(-2/3), g_n = exact/Kramers.
# kappa = integral of dW/domega over 2 pi b db; nu = omega K/(m v^3).
import numpy as np, mpmath as mp
from scipy import constants as sc
from scipy.special import airy, gammaln, eval_genlaguerre
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
pi, gam = np.pi, np.euler_gamma
c0 = 32*pi/(3*np.sqrt(3))
def gauss(a, b, m):
    x, w = np.polynomial.legendre.leggauss(m)
    return a+(b-a)*(x+1)/2, w*(b-a)/2

# parabolic orbit, p = K/m = 1, tau = 1/2: Fourier transform of the acceleration
def airy_parts(u):
    ai, aip = airy(u**(2/3))[:2]
    return 2*u*2*pi*abs(aip)*u**(-2/3), 2*u*2*pi*ai*u**(-1/3)
s = np.linspace(0, 40, 400001)
r, dt = (1+s*s)/2, (1+s*s)/2
for u in (0.5, 1.0, 3.0):
    ph = u*(s+s**3/3)
    ax = 2*simpson((1-s*s)/2/r**3*dt*np.cos(ph), x=s)
    ay = 2*simpson(s/r**3*dt*np.sin(ph), x=s)
    assert np.allclose([abs(ax), abs(ay)], airy_parts(u), rtol=0, atol=1e-5)  # cut at s=40
time_side = 2*quad(lambda s: 8/(1+s*s)**3, 0, np.inf)[0]
freq_side = quad(lambda u: 2*sum(q*q for q in airy_parts(u))/pi, 0, 40, limit=200)[0]
assert abs(freq_side/time_side-1) < 1e-6
weight = lambda z: z*airy(z)[0]**2+airy(z)[1]**2
I_airy = quad(weight, 0, 20)[0]
assert abs(I_airy*2*pi*np.sqrt(3)-1) < 1e-8
print(f"Airy integral = {I_airy:.6f} (dimensionless)")

# true hyperbolic orbits (K/m = v = 1), contour shifted by i*delta to damp the tails
def classical_ratio(nu):
    b, wb = gauss(0, brentq(lambda b: 2*nu*(b-np.arctan(b))-40, 1e-6, 1e3), 120)
    delta = nu**(-1/3)
    xm = np.arccosh((45/nu+delta)/np.sin(delta))
    x = np.linspace(-xm, xm, 2001); xi = x+1j*delta
    f = np.exp(1j*nu*(np.sqrt(1+b*b)[:, None]*np.sinh(xi)-xi))*(x[1]-x[0])
    a2 = nu**2*(abs(f@np.sinh(xi))**2+b*b*abs(f@np.cosh(xi))**2)
    return np.sum(wb*2*pi*b*a2)/(8*pi**2/np.sqrt(3))
gc = {nu: classical_ratio(nu) for nu in (1.0, 125.0, 1000.0)}
assert gc[1.0] > 1.1 and abs(gc[1000.0]-1) < 5e-3
assert abs(4*(gc[1000.0]-1)/(gc[125.0]-1)-1) < 0.05   # excess falls as nu^(-2/3)
for nu in gc:
    print(f"kappa hyperbolic/parabolic, nu={nu:g}: {gc[nu]:.4f}")

# Kramers sum
kram = lambda n, eta: 1/(n*(1+n*n/eta**2))
tail = lambda N, eta: 0.5*np.log1p(eta**2/(N+0.5)**2)
def S_sum(eta, N=1000000):
    return np.sum(kram(np.arange(N, 0, -1.0), eta))+tail(N, eta)
S_psi = lambda eta: gam+float(mp.re(mp.digamma(1+1j*eta)))
for eta in (0.5, 5.0, 30.0, 400.0):
    S = S_sum(eta)
    assert abs(S-S_psi(eta)) < 1e-10
    assert 0.5*np.log1p(eta**2) < S < 0.5*np.log1p(eta**2)+1
assert abs((S_sum(5.0)-np.log(5)-gam-1/300)*120*5**4-1) < 0.05  # next term is 2 percent

# exact shells by the ladder recurrence; returns sigma_n/(sigma0 eta^2) and mean l
def shells(eta, N):
    k = 1/eta; n = np.arange(1, N+1.0)
    L = ((n+.5)*np.log(2/n)-.5*gammaln(2*n+1)+(n+2)*np.log(2)-np.log(n)
         + .5*np.cumsum(np.log1p((n*k)**2))-.5*np.log(-np.expm1(-2*pi*eta))
         - (n+2)*np.log(1/n**2+k*k)-2*eta*np.arctan(n*k))
    X, Y, S, M, inv = np.ones(N), np.zeros(N), n.copy(), n*n, 1/n**2
    for l in range(N-1, 0, -1):
        bX = np.sqrt(inv[l]+k*k)*X[l:]
        aY = np.sqrt(inv[l]-inv[l:])*Y[l:]
        Xn = ((2*l+1)*bX+aY)/(2*l*np.sqrt(inv[l-1]-inv[l:]))
        Yn = ((2*l+1)*aY+bX)/(2*l*np.sqrt(inv[l-1]+k*k))
        t = Xn+Yn
        X[l:], Y[l:] = Xn/t, Yn/t
        w = X[l:]**2+Y[l:]**2
        S[l:] = S[l:]/t**2+l*w; M[l:] = M[l:]/t**2+l*l*w; L[l:] += np.log(t)
    return 8*pi**2*((inv+k*k)/2)**3/3*S*np.exp(2*L)/c0, M/S
def total(t, eta):
    N = len(t)
    return t.sum()+t[-1]/kram(N, eta)*tail(N, eta)

# quadrature at Z = 8, eta = 3, atomic units
Z, et = 8, 3.0
k = Z/et; ref = shells(et, 3)[0]
r, w = gauss(0, 120/Z, 160)
free = [np.sqrt(2/(pi*k))*np.array([float(mp.re(mp.coulombf(l, -et, k*x))) for x in r])
        for l in range(4)]
def bound(n, l):
    q = 2*Z*r/n
    f = q**(l+1)*np.exp(-q/2)*eval_genlaguerre(n-l-1, 2*l+1, q)
    return f/np.sqrt(np.sum(w*f*f))
for n in (1, 2, 3):
    tot = sum(max(l, lp)*np.sum(w*bound(n, l)*r*free[lp])**2
              for l in range(n) for lp in (l-1, l+1) if lp >= 0)
    sig = 8*pi**2*((k*k+Z*Z/n**2)/2)**3/(3*k*k)*tot
    assert abs(sig/(c0*et**2*ref[n-1])-1) < 1e-8
x, w = gauss(0, 12, 80)   # 1s with the full scattering wave, parabolic coordinates
A = np.exp(-(Z-1j*k)*x/2)*w
B = np.exp(-(Z+1j*k)*x/2)*w*np.array([complex(mp.hyp1f1(1j*et, 1, 1j*k*q)) for q in x])
d = (np.sqrt(Z**3/pi)*np.exp(pi*et/2)*complex(mp.gamma(1-1j*et))*pi/4
     * (np.sum(A*x*x)*B.sum()-A.sum()*np.sum(B*x*x)))
assert abs(4*((k*k+Z*Z)/2)**3/(3*k)*abs(d)**2/(c0*et**2*ref[0])-1) < 1e-8

# threshold Gaunt factors, constant C, mean angular momentum
N = 4000; n = np.arange(1, N+1.0)
t0, lbar = shells(1e9, N); g0 = t0*n
c500, c4000 = (1-g0[499])*500**(2/3), (1-g0[-1])*N**(2/3)
assert abs(c500/c4000-1) < 0.01 and abs(g0[-1]-1) < 1e-3
l_cl = (4*N*N)**(1/3)*quad(lambda z: np.sqrt(z)*weight(z), 0, 20)[0]/I_airy
assert abs(lbar[-1]/l_cl-1) < 0.02
C = gam+np.sum((g0-1)/n)+1.5*(g0[-1]-1)
print("threshold g_n, n=1,2,3,10,100: "+" ".join(f"{g0[j-1]:.4f}" for j in (1, 2, 3, 10, 100)))
print(f"(1-g_n) n^(2/3): n=500 {c500:.4f}, n=4000 {c4000:.4f}")
print(f"mean l, n=4000: quantum {lbar[-1]:.1f}, classical {l_cl:.1f} (hbar)")
print(f"constants: gamma = {gam:.4f}, C = {C:.4f}")
Sx, D = {}, {}
for eta in (25.0, 100.0, 400.0):
    t = shells(eta, N)[0]
    Sx[eta] = total(t, eta); D[eta] = (Sx[eta]-np.log(eta)-C)*eta**(2/3)
    print(f"eta={eta:g}: ln {np.log(eta):.4f}, S Kramers {S_psi(eta):.4f}, "
          f"S exact {Sx[eta]:.4f}, D {D[eta]:.4f}")
slope = (Sx[400.0]-Sx[100.0])/np.log(4)
assert abs(slope-1) < 0.02 and abs(D[100.0]/D[400.0]-1) < 0.05
octs = [t[m-1:2*m-1].sum() for m in (20, 40, 800)]
assert all(abs(o/np.log(2)-1) < 0.04 for o in octs[:2]) and octs[2] < 0.15
print(f"exact slope dS/dln(eta), 100 to 400: {slope:.4f}")
print("exact octaves from n=20,40,800 at eta=400: "+" ".join(f"{o:.4f}" for o in octs)
      + f"; ln2 = {np.log(2):.4f}")

# worked example: O8+ and a 1 eV electron, SI
m, hb = sc.m_e, sc.hbar
a0 = sc.physical_constants['Bohr radius'][0]; Ry = sc.h*sc.c*sc.Rydberg
E = 1.0*sc.e; k = np.sqrt(2*m*E)/hb; v = hb*k/m; eta = Z/(k*a0)
K = Z*sc.e**2/(4*pi*sc.epsilon_0); sig0 = c0*sc.alpha**3*a0**2; unit = sig0*eta**2
kappa = sc.e**2/(6*pi**2*sc.epsilon_0*sc.c**3)*32*pi**3*K*K/(3*m*m*v*v)*1.5*I_airy
En = lambda n: -m*K*K/(2*hb*hb*n*n)
t = shells(eta, 2000)[0]; Sex = total(t, eta)
assert abs(total(t[:1000], eta)-Sex) < 1e-6
print(f"Z = {Z}, E = {E:.5e} J ({E/sc.e:g} eV)")
print(f"a0 = {a0:.5e} m, Ry = {Ry:.5e} J, alpha = {sc.alpha:.6e}")
print(f"k = {k:.4e} 1/m, v = {v:.4e} m/s, K = {K:.4e} J m")
print(f"eta = {eta:.4f}, eta^2 = {eta**2:.2f}, minimum nu = {E/hb*K/(m*v**3):.2f}")
print(f"Z^2 Ry = {Z*Z*Ry:.4e} J, kappa = {kappa:.4e} J s m^2")
print(f"sigma0 = {sig0:.4e} m^2, sigma0 eta^2 = {unit:.4e} m^2")
for j in (1, 2, 3, 10, 30, 100):
    spacing = (En(j+1e-4)-En(j-1e-4))/2e-4
    assert abs(kappa*spacing/hb/(E-En(j))/(unit*kram(j, eta))-1) < 1e-6
    print(f"n={j}: Kramers {unit*kram(j, eta):.4e} m^2, exact {unit*t[j-1]:.4e} m^2, "
          f"g {t[j-1]/kram(j, eta):.4f}")
SK = S_sum(eta); fit = np.log(eta)+C+D[400.0]*eta**(-2/3)
assert abs(fit/Sex-1) < 2e-3
print(f"ln eta = {np.log(eta):.4f}, 1/(12 eta^2) = {1/(12*eta**2):.2e}")
print(f"S: Kramers {SK:.4f}, exact {Sex:.4f}, ln+C+D term {fit:.4f}")
print(f"bare log estimate = {unit*np.log(eta):.4e} m^2")
print(f"total Kramers = {unit*SK:.4e} m^2 ({unit*SK/1e-28:.4e} barn)")
print(f"total exact = {unit*Sex:.4e} m^2 ({unit*Sex/1e-28:.4e} barn)")
print(f"Kramers/exact = {SK/Sex:.4f}, bare log/exact = {np.log(eta)/Sex:.4f}")
print(f"exact share: n=1 {t[0]/Sex:.4f}, n<={int(eta)} {t[:int(eta)].sum()/Sex:.4f}")
print(f"neglected: (Z alpha)^2 = {(Z*sc.alpha)**2:.2e}, m/(16 u) = {m/(16*sc.m_u):.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Airy integral = 0.091888 (dimensionless)
kappa hyperbolic/parabolic, nu=1: 1.2018
kappa hyperbolic/parabolic, nu=125: 1.0087
kappa hyperbolic/parabolic, nu=1000: 1.0022
threshold g_n, n=1,2,3,10,100: 0.7973 0.8762 0.9075 0.9606 0.9919
(1-g_n) n^(2/3): n=500 0.1736, n=4000 0.1730
mean l, n=4000: quantum 306.4, classical 306.7 (hbar)
constants: gamma = 0.5772, C = 0.1635
eta=25: ln 3.2189, S Kramers 3.7962, S exact 3.4437, D 0.5238
eta=100: ln 4.6052, S Kramers 5.1824, S exact 4.7929, D 0.5213
eta=400: ln 5.9915, S Kramers 6.5687, S exact 6.1646, D 0.5198
exact slope dS/dln(eta), 100 to 400: 0.9895
exact octaves from n=20,40,800 at eta=400: 0.6885 0.6769 0.0816; ln2 = 0.6931
Z = 8, E = 1.60218e-19 J (1 eV)
a0 = 5.29177e-11 m, Ry = 2.17987e-18 J, alpha = 7.297353e-03
k = 5.1232e+09 1/m, v = 5.9310e+05 m/s, K = 1.8457e-27 J m
eta = 29.5087, eta^2 = 870.76, minimum nu = 14.75
Z^2 Ry = 1.3951e-16 J, kappa = 9.6664e-58 J s m^2
sigma0 = 2.1053e-26 m^2, sigma0 eta^2 = 1.8332e-23 m^2
n=1: Kramers 1.8311e-23 m^2, exact 1.4605e-23 m^2, g 0.7976
n=2: Kramers 9.1242e-24 m^2, exact 8.0018e-24 m^2, g 0.8770
n=3: Kramers 6.0483e-24 m^2, exact 5.4972e-24 m^2, g 0.9089
n=10: Kramers 1.6444e-24 m^2, exact 1.5904e-24 m^2, g 0.9672
n=30: Kramers 3.0049e-25 m^2, exact 3.0039e-25 m^2, g 0.9997
n=100: Kramers 1.4684e-26 m^2, exact 1.4906e-26 m^2, g 1.0151
ln eta = 3.3847, 1/(12 eta^2) = 9.57e-05
S: Kramers 3.9620, exact 3.6030, ln+C+D term 3.6026
bare log estimate = 6.2049e-23 m^2
total Kramers = 7.2633e-23 m^2 (7.2633e+05 barn)
total exact = 6.6052e-23 m^2 (6.6052e+05 barn)
Kramers/exact = 1.0996, bare log/exact = 0.9394
exact share: n=1 0.2211, n<=29 0.9030
neglected: (Z alpha)^2 = 3.41e-03, m/(16 u) = 3.4e-05
ALL CHECKS PASSED
```
